# Third-order intermodulation and even-order suppression in a quadrature-biased Mach-Zehnder modulator

An optical link that carries radio channels on a Mach-Zehnder modulator can fail even when every component is within its rating. Two strong channels at nearby angular frequencies \(\omega_1\) and \(\omega_2\) mix in the modulator and produce light modulated at \(2\omega_1-\omega_2\) and \(2\omega_2-\omega_1\). These products lie beside the channels, where a filter cannot separate them from a weak neighbour. Without a formula for their size one cannot say how hard the modulator may be driven. Nor can one say how accurately its bias must be held, because the second-order products, absent at the ideal bias point, return as soon as the bias drifts.

Take a modulator that splits the light equally, delays the two halves by phases \(\psi_1\) and \(\psi_2\), and recombines them. Each path passes two equal splitters, each contributing \(1/\sqrt2\) in amplitude, so for unit input power the output field is \(\tfrac12(e^{i\psi_1}+e^{i\psi_2})\). Its squared modulus is the power transmission

\[
T=\tfrac14\left[2+2\cos(\psi_1-\psi_2)\right]=\tfrac12\left[1+\cos(\phi_b+\phi)\right],
\]

where the phase difference has been divided into a static bias \(\phi_b\) and a driven part \(\phi\). For the ideal modulator the arms are lossless and the phase is linear in the voltage,

\[
\phi=\frac{\pi V}{V_\pi},\qquad V=V_1\cos\theta_1+V_2\cos\theta_2,\qquad \theta_i=\omega_i t .
\]

The peak phase of each tone is \(m_i=\pi V_i/V_\pi\). The bias is written \(\phi_b=-\pi/2+\delta\), with \(\delta\) the error from quadrature on the rising slope. Since \(\cos(x-\pi/2)=\sin x\),

\[
T=\tfrac12\left[1+\sin(\phi+\delta)\right]
=\tfrac12\left[1+\cos\delta\,\sin\phi+\sin\delta\,\cos\phi\right].
\]

This form separates the two kinds of distortion. The odd function \(\sin\phi\) carries the signal and the odd-order products; the even function \(\cos\phi\) carries the even-order products and is multiplied by \(\sin\delta\). At quadrature the transfer curve is antisymmetric about its working point, so no even power of the drive survives.

For small drive the products follow from the power series

\[
T=\tfrac12+\tfrac12\cos\delta\left(\phi-\frac{\phi^3}{6}+\dots\right)+\tfrac12\sin\delta\left(1-\frac{\phi^2}{2}+\dots\right).
\]

In \(\phi^3=(m_1\cos\theta_1+m_2\cos\theta_2)^3\), the term that can give \(2\omega_1-\omega_2\) is

\[
3m_1^2m_2\cos^2\theta_1\cos\theta_2
=\tfrac32m_1^2m_2(1+\cos2\theta_1)\cos\theta_2 .
\]

The product \(\cos2\theta_1\cos\theta_2\) equals half the sum of \(\cos(2\theta_1+\theta_2)\) and \(\cos(2\theta_1-\theta_2)\). The wanted line therefore has coefficient \(\tfrac34m_1^2m_2\) in \(\phi^3\). Multiplication by \(-\tfrac1{12}\cos\delta\) gives

\[
A_{2,-1}\simeq-\frac{m_1^2m_2}{16}\cos\delta .
\]

The minus sign records that the sine curve bends below its tangent. Likewise \(\phi^2\) contains \(m_1m_2[\cos(\theta_1+\theta_2)+\cos(\theta_1-\theta_2)]\), so both second-order intermodulation lines have amplitude \(-\tfrac14m_1m_2\sin\delta\).

The series can be summed at any drive. The generating function of the Bessel functions is

\[
\exp\left[\frac x2\left(u-\frac1u\right)\right]=\sum_{n=-\infty}^{\infty}J_n(x)u^n .
\]

Setting \(u=ie^{i\theta}\) gives \(u-1/u=ie^{i\theta}+ie^{-i\theta}=2i\cos\theta\), hence the Jacobi-Anger expansion

\[
e^{ix\cos\theta}=\sum_n i^nJ_n(x)e^{in\theta}.
\]

One such factor for each tone yields

\[
e^{i\phi}=\sum_{n,k}i^{n+k}J_n(m_1)J_k(m_2)e^{i(n\theta_1+k\theta_2)} .
\]

Because \(J_{-n}=(-1)^nJ_n\) and \(i^{-n}=(-1)^ni^n\), the terms \((n,k)\) and \((-n,-k)\) have equal coefficients. Together they form one real oscillation, \(2i^{n+k}J_nJ_k\cos(n\theta_1+k\theta_2)\). Now \(T=\tfrac12+\tfrac12\mathrm{Re}(e^{i\phi_b}e^{i\phi})\). The factor 2 from the pairing cancels the \(\tfrac12\), and \(i^{n+k}=e^{i(n+k)\pi/2}\). For \((n,k)\ne(0,0)\), the signed peak amplitude of \(\cos(n\theta_1+k\theta_2)\) is therefore

\[
A_{n,k}=J_n(m_1)J_k(m_2)\cos\left[\delta+(n+k-1)\frac\pi2\right].
\]

The unpaired term \((0,0)\) gives the mean transmission \(\tfrac12[1+J_0(m_1)J_0(m_2)\sin\delta]\). If two different pairs \((n,k)\) happen to fall on the same frequency, their amplitudes must be added; the formula gives each contribution separately.

For \(n=2\), \(k=-1\) the added angle vanishes and \(J_{-1}=-J_1\), so

\[
A_{2,-1}=-J_2(m_1)J_1(m_2)\cos\delta .
\]

The leading terms \(J_2(m_1)\simeq m_1^2/8\) and \(J_1(m_2)\simeq m_2/2\) recover \(-m_1^2m_2/16\). Exchanging the tones gives the product at \(2\omega_2-\omega_1\).

For an even sum \(n+k=2p\) the cosine becomes \(\cos(\delta+p\pi-\pi/2)=(-1)^p\sin\delta\). Every even-order line of the ideal modulator thus vanishes at \(\delta=0\), whatever the drive. In particular,

\[
A_{1,1}=A_{1,-1}=-J_1(m_1)J_1(m_2)\sin\delta,\qquad
A_{2,0}=-J_2(m_1)J_0(m_2)\sin\delta .
\]

The line formula was tested against Fourier transforms of the interfering fields for \((m_1,m_2,\delta)\) equal to \((0.3,0.3,0)\), \((0.7,1.3,0.2)\) and \((1.6,0.4,-0.9)\), angles in radians. All lines with \(|n|,|k|\le4\) and \(|n|+|k|\le5\) agreed within \(10^{-12}\).

The fundamental at \(\omega_2\) is \(A_{0,1}=J_0(m_1)J_1(m_2)\cos\delta\). Dividing the third-order product by it gives

\[
\left|\frac{A_{2,-1}}{A_{0,1}}\right|=\left|\frac{J_2(m_1)}{J_0(m_1)}\right| .
\]

Both \(m_2\) and \(\delta\) have cancelled, provided the fundamental is not zero. The product is a copy of tone 2, reflected in frequency about \(\omega_1\), and its strength relative to tone 2 is set by tone 1. The cancellation of \(\delta\) also shows that adjusting the bias of the ideal modulator cannot improve this ratio: signal and product shrink together.

For equal tones, \(m_1=m_2=m\), the first corrections follow from

\[
J_0\simeq1-\frac{m^2}{4},\quad
J_1\simeq\frac m2\left(1-\frac{m^2}{8}\right),\quad
J_2\simeq\frac{m^2}{8}\left(1-\frac{m^2}{12}\right).
\]

At quadrature the product and its ratio to the fundamental are

\[
J_2J_1\simeq\frac{m^3}{16}\left(1-\frac{5m^2}{24}\right),\qquad
\frac{J_2}{J_0}\simeq\frac{m^2}{8}\left(1+\frac{m^2}{6}\right).
\]

In the first, the corrections add as \(-\tfrac1{12}-\tfrac18=-\tfrac5{24}\); in the second, \(-\tfrac1{12}+\tfrac14=\tfrac16\). The distortion falls below its cubic law, yet the ratio rises above its quadratic law, because the fundamental \(J_1J_0\simeq\tfrac m2(1-\tfrac{3m^2}{8})\) is compressed more strongly.

The third-order intercept is the drive at which the two small-signal laws, extended beyond their range, would meet:

\[
\frac m2=\frac{m^3}{16}\;\Rightarrow\; m=2\sqrt2,\qquad
V_{\rm IP3}=\frac{2\sqrt2}{\pi}V_\pi .
\]

This is the peak voltage of each tone. It is not an operating point, since the correction \(m^2/6\) there exceeds one. Its use is at small drive, where \(m^2/8=(V_0/V_{\rm IP3})^2\) for tones of peak voltage \(V_0\).

A bias error brings back the even orders. For equal tones,

\[
\left|\frac{A_{1,1}}{A_{1,0}}\right|=\frac{J_1(m)}{J_0(m)}|\tan\delta|\simeq\frac{m|\delta|}{2}.
\]

The second-order line equals the third-order line when \(J_1^2|\sin\delta|=J_2J_1|\cos\delta|\), that is, when \(|\tan\delta|=J_2/J_1\simeq m/4\). A weaker drive thus demands a more accurate bias if second order is to remain the smaller. If the received band spans less than an octave, the second-order products fall outside it and can be filtered; the third-order ones beside the tones cannot.

Unequal splitting alone does not spoil the suppression. With constant arm amplitudes \(a\) and \(b\) at the output, the transmission is \(a^2+b^2+2ab\sin(\phi+\delta)\). Compared with \(a=b=\tfrac12\), every oscillating line is multiplied by \(4ab\), and ratios between lines do not change.

As an example, take a push-pull carrier-depletion modulator of the kind used in silicon photonics, with rough typical parameters. It works at 1550 nm, has 4.0 mm arms and \(V_\pi=5.0\) V, and is driven by tones of 0.50 V peak at 1.00 and 1.01 GHz. The voltage is differential: one arm receives \(+V/2\), the other \(-V/2\). Then

\[
m=\frac{\pi\times0.50}{5.0}=0.3142,
\]

with \(J_0=0.9755\), \(J_1=0.1552\) and \(J_2=0.01224\). The fundamental amplitude in \(T\) is \(0.1552\times0.9755=0.1513\), and the third-order amplitude is \(-0.01224\times0.1552=-0.00190\).

A linear detector that delivers 4.0 mA at full transmission turns these into peak currents of 605 µA and 7.6 µA. Electrical power is proportional to current squared, so the distortion level relative to the fundamental is

\[
20\log_{10}(0.01254)=-38.0\ \text{dBc}.
\]

The law \(m^2/8\) gives \(-38.2\) dBc. The products appear at 0.99 and 1.02 GHz. With everything but the drive fixed, the level is \(-50.2\) dBc at 0.25 V and \(-25.5\) dBc at 1.00 V. Each doubling of the drive would cost 12.04 dB under the quadratic law; the steps here, taken before rounding the levels, are 12.15 and 12.49 dB, as the positive correction \(m^2/6\) requires. The intercept is \(V_{\rm IP3}=0.900\times5.0=4.50\) V per tone.

For a bias error of 1.0°, the second-order current is \(J_1^2\sin\delta\times4.0\ \text{mA}=1.7\) µA, at 0.01 and 2.01 GHz. Its level is \(-51.1\) dBc, 13 dB below the third-order product. The second harmonic lies at \(-57.2\) dBc, about 6 dB lower still, because \(J_2J_0\simeq m^2/8\) is half of \(J_1^2\simeq m^2/4\). The two intermodulation orders become equal at an error of 4.5°.

Real depletion arms break two assumptions: their phase is not linear in voltage, and their absorption changes with it. Let \(U\) be the junction potential at rest, reverse bias plus built-in potential. In an abrupt junction the depletion width grows as the square root of the potential, and the phase is taken proportional to that width. This holds only while the optical intensity is nearly uniform over the range swept by the depletion edges. Allow also a fractional drive mismatch \(\varepsilon\), so that the arms receive \((1+\varepsilon)V/2\) and \(-(1-\varepsilon)V/2\). If \(V_\pi\) is defined by the slope at rest, the phases measured from rest are

\[
p_1=\frac2\eta\left[\sqrt{1+(1+\varepsilon)x}-1\right],\qquad
p_2=\frac2\eta\left[\sqrt{1-(1-\varepsilon)x}-1\right],
\]

with \(\eta=V_\pi/(\pi U)\) and \(x=V/(2U)=\eta\phi/2\). The prefactor is correct because the linear part of \(p_1-p_2\) is \(2x/\eta=\phi\).

Depletion removes carriers, which raises the index and lowers the absorption. Let \(\rho>0\) be the change of log-amplitude per unit phase. Relative to the loss at rest, the arm fields are \(\tfrac12e^{(\rho+i)p_j}\), apart from the bias phase. With \(\Delta=p_1-p_2\) and \(s=p_1+p_2\), their interference at static quadrature gives

\[
T=\tfrac14\left[e^{2\rho p_1}+e^{2\rho p_2}+2e^{\rho s}\sin\Delta\right]
=\tfrac12e^{\rho s}\left[\cosh(\rho\Delta)+\sin\Delta\right].
\]

For matched drives, \(\sqrt{1+x}=1+x/2-x^2/8+x^3/16-\dots\) gives

\[
\Delta=\frac2\eta\left(x+\frac{x^3}{8}+\dots\right)=\phi+\frac{\eta^2\phi^3}{32}+\dots,\qquad
s=-\frac{x^2}{2\eta}+\dots=-\frac{\eta\phi^2}{8}+\dots
\]

Without absorption (\(\rho=0\)) the curved phase \(\Delta\) is still odd in \(\phi\), and the even orders remain zero. With absorption, the coefficients of \(\phi^2\) and \(\phi^3\) in \(T\) are

\[
c_2=\frac{\rho^2}{4}-\frac{\rho\eta}{16},\qquad
c_3=\frac12\left(-\frac16+\frac{\eta^2}{32}-\frac{\rho\eta}{8}\right).
\]

In \(c_2\) the first term comes from \(\cosh(\rho\Delta)\) and the second from \(e^{\rho s}\). The last term of \(c_3\) is the product of \(\rho s\) with the linear signal. With mismatch, \(\Delta\) gains \(-\varepsilon\eta\phi^2/4\), while \(s\) becomes \(\varepsilon\phi-(1+\varepsilon^2)\eta\phi^2/8\) to second order. Collecting quadratic terms, including \(\tfrac12(\rho\varepsilon\phi)^2\) from the exponential and \(\rho\varepsilon\phi\) times the signal \(\phi\), yields

\[
c_2=(1+\varepsilon^2)\left(\frac{\rho^2}{4}-\frac{\rho\eta}{16}\right)-\frac{\varepsilon\eta}{8}+\frac{\rho\varepsilon}{2}.
\]

Comparison with the ideal quadratic coefficient \(-\tfrac14\sin\delta\) shows that this distortion is as large as that of a bias error \(|\delta|\simeq4|c_2|\).

The example has 2.0 V reverse bias and 0.9 V built-in potential, so \(U=2.9\) V and \(\eta=0.549\). The rough value \(\rho=0.05\) is used. Junction curvature changes the cubic coefficient by \(-3\eta^2/16=-5.6\%\), relative to the ideal modulator. The full spectrum at 0.50 V gives \(-4.7\%\) for the third-order amplitude. The difference is mainly a fifth-order effect. Curvature adds \((-\eta^2/64+7\eta^4/2048)\phi^5\) to \(\sin\Delta\), and \(\phi^5\) contains \(\tfrac{25}{8}m^5\cos(2\theta_1-\theta_2)\). Relative to the ideal cubic product this is \(+1.1\%\). With absorption included, the full change is \(-2.7\%\), or about \(-0.2\) dB, so the ideal third-order result survives well in this example.

The even-order result is more fragile. At perfect static quadrature with matched drives, the second-order intermodulation is \(-62.9\) dBc, equivalent to a bias error of 0.26°. A mismatch \(\varepsilon=0.05\) raises it to \(-54.6\) dBc, equivalent to 0.67°. The sign matters: for \(\varepsilon=-0.05\) the mismatch terms in \(c_2\) oppose the absorption term, and the line is not raised. These values come from the full spectrum at 0.50 V; the small-drive estimate \(4|c_2|\) gives 0.25° and 0.75°. These levels belong to the square-root model. At the doping used below each side is depleted over about 79 nm, which is not small beside the optical mode of a silicon waveguide. For a junction at the mode centre the falling intensity bends the phase curve further and can raise the second-order levels by several decibels, while the third-order change grows but stays within a fraction of a decibel. At static quadrature the suppression is therefore generally finite in such a device, although a particular drive mismatch can cancel the intermodulation line at a given drive. A small deliberate bias offset can cancel this second-order line at a given drive, so the best bias for it is not exactly quadrature.

These parameters correspond to \(V_\pi L=2\) V cm, a usual order of magnitude for depletion modulators. The photocurrent of 4.0 mA is on the high side for a link with appreciable optical loss; the currents scale with it, while the ratios do not, as long as the detector is linear. A single-pole drive bandwidth of 20 GHz lowers the 1.00 GHz drive by 0.125% and the third-order amplitude by 0.37%. Temperature matters far more to the bias. A thermo-optic coefficient of about \(1.8\times10^{-4}\) per kelvin gives 2.92 rad for each kelvin between the arms, so a difference of 6.0 mK along their full length produces the 1.0° error. Passive stability should thus not be taken for granted when second-order products matter; unless the temperature difference between the arms is held this small, the bias must be actively controlled.

The junction also limits the drive. With matched drives, the two tones together swing each arm by at most 0.5 V, so the junctions stay reverse biased and the largest potential is 3.4 V. For equal doping \(N\) on both sides, each depleted over a width \(w\), the peak field is \(E=qNw/\epsilon\), with \(q\) the elementary charge and \(\epsilon\) the permittivity. The triangular field profile has area \(Ew\), equal to the potential, and therefore \(E=\sqrt{qNU_{\max}/\epsilon}\). At \(3\times10^{17}\) cm\(^{-3}\) this is 0.40 MV/cm, below a rough breakdown field of 0.6 MV/cm. The estimate omits field crowding at corners and doping gradients. The relative permittivity of silicon was taken as 11.7.

## Calculated quantities

```
Vpi = 5.0 V, tone peak = 0.50 V
wavelength = 1550 nm, arm = 4.0 mm
tones = 1.00 and 1.01 GHz
IM3 lines = 0.99 and 1.02 GHz
IM2 lines = 0.01 and 2.01 GHz
full-transmission photocurrent = 4.0 mA
phase peak per tone m = 0.31416 rad
J0(m), J1(m), J2(m) = 0.975478, 0.155150, 0.012236
fundamental amplitude in T = 0.151345
IM3 amplitude in T = -1.898388e-03
IM3 small-drive law -m^3/16 = -1.937892e-03
fundamental photocurrent = 605.4 uA peak
IM3 photocurrent = 7.594 uA peak
IM3 / fundamental = 0.012543
IM3 level = -38.03 dBc
IM3 level from m^2/8 = -38.18 dBc
IM3 level at 0.25 V = -50.18 dBc
IM3 level at 1.00 V = -25.54 dBc
simulated intercept phase = 2.8284 rad
intercept voltage per tone = 4.502 V
largest even line at quadrature = 2.2e-17 (rounding)
bias error = 1.0 deg
  IM2 photocurrent = 1.680 uA peak
  IM2 level = -51.13 dBc
  HD2 level = -57.22 dBc
bias error making IM2 = IM3: 4.51 deg
Neglected effects
reverse bias = 2.0 V, built-in = 0.9 V
U = 2.9 V, eta = 0.5488
rho = 0.05, drive mismatch eps = 0.05
IM3 change, junction curvature = -4.68 %
IM3 change, curvature + absorption = -2.69 %
IM2, absorption = -62.91 dBc
  equivalent bias error = 0.258 deg
IM2, absorption + mismatch = -54.59 dBc
  equivalent bias error = 0.674 deg
drive bandwidth = 20 GHz
  drive loss at 1.00 GHz = 0.125 %
  IM3 change = -0.37 %
thermo-optic coefficient = 1.8e-04 1/K
  bias phase per K between arms = 2.92 rad/K
  arm difference for 1 deg error = 6.0 mK
doping = 3e+17 cm^-3, each side
  peak junction field = 0.40 MV/cm
  rough breakdown field = 0.6 MV/cm
```
